Choosing Burgers-circuit settings for dislocations in relaxed epitaxial films

**A missing half column**

Take a flat square lattice with spacing d, x to the right and z upward. Suppose one vertical column of atoms ends inside the crystal, so that the lower half has one column more than the upper half. Walk counter-clockwise around the end of that column, from atom to neighbouring atom, and record each step as the ideal lattice step it most resembles. Along the bottom there are n + 1 steps to the right, then m steps up, n steps to the left along the top, and m steps down to the starting atom. The recorded steps add up to

(n + 1)d x̂ + m d ẑ − n d x̂ − m d ẑ = d x̂.

The walk closed in the real crystal, but its record does not. With the sign convention used below, the Burgers vector is minus this sum, b = −d x̂.

Now push the walk outward over one perfect square cell. A step d x̂ is replaced by three steps, −d ẑ, d x̂ and d ẑ, whose sum is again d x̂. The total is unchanged. This repeats for each further perfect cell, so the size and shape of the walk do not matter until it passes over the end of the column.

**What the setting does**

After a structure relaxation, a Burgers-circuit analysis applies this rule to the final atomic positions. It needs no energies or wave functions, so it serves equally after a density-functional or a force-field relaxation. The user chooses a bond cutoff, the orientation of the reference crystal, and the region in which circuits may run. The analysis below shows what each choice must satisfy, for a crystal of the diamond type with cubic lattice constant a.

Let r_ij be the vector from atom i to its bonded neighbour j, with components along the cubic axes. The reference vector is

L_ij = (a/4)(sign r_x, sign r_y, sign r_z).

This is the nearest of the eight vectors (a/4)(±1, ±1, ±1): the squared distance is a sum over components, and each term is smallest when the signs agree. Reversing a bond reverses all signs, so L_ji = −L_ij. For a closed circuit C,

b(C) = −Σ_C L_ij.

Circuits run right-handed about the chosen line direction. In a periodic cell, "closed" means that the real steps add to zero without using the periodicity. A path that leaves through one face and returns through the opposite one ends on an image of its first atom and is not closed.

The sign agrees with the continuum definition. Write r_ij = L_ij + e_ij, where e_ij is the change of the displacement u along the bond. Because Σ_C r_ij = 0,

b(C) = −Σ_C L_ij = Σ_C e_ij,

which is the discrete form of b = ∮du.

**Why equivalent circuits agree**

Give every bond a reference direction, and describe a circuit by integers n_e that count how often bond e is used, with a minus sign for backward use. Then b(C) = −Σ_e n_e L_e. This expression is linear in the n_e and does not mention a starting atom, so the starting atom does not matter.

The smallest closed circuits in the diamond lattice are rings of six bonds. Let ∂p be the circuit around ring p, and call the ring good if b(∂p) = 0. Suppose a circuit follows part of a ring from atom i to atom j along a path P. Replace P by the other way round, P′. Going out along P and back along P′ traces the ring once, so

P − P′ = ±∂p.

After many such replacements the old circuit C and the new circuit C′ are related by

C − C′ = Σ_p m_p ∂p,

with numbers m_p that say how often, and in which sense, each ring was swept. Bonds shared by neighbouring swept rings cancel on the left because they cancel on the right. Linearity gives

b(C) − b(C′) = Σ_p m_p b(∂p).

If all swept rings are good, the right side is zero and b(C) = b(C′). This is path independence. If some are not good, the difference is their total Burgers content.

The simple condition that no defect lies between the circuits therefore needs two refinements.

First, a defect may be crossed if it has no Burgers content. Consider a vacancy. Before the atom was removed, a circuit around its site was filled by good rings, so b = 0. Removing the atom leaves the bonds of that circuit in place, and the later relaxation changes b only if it breaks one of those bonds or reverses the sign of a component. Without such a change, b stays zero.

Second, the absence of bad rings is not enough. The region between the circuits must be filled by good rings. A dislocation core can be a gap in the network of six-bond rings, with no single bad ring to reveal it. The example below is of this kind.

**A certificate for good rings**

A ring can be shown to be good from its distortion alone. Its real vectors add to zero, so ΣL = −Σe and

|ΣL| ≤ Σ|e|.

In units of a/4, each component of ΣL is a sum of six numbers ±1 and is therefore even. If ΣL is not zero, at least one component has magnitude 2 or more, so |ΣL| ≥ 2(a/4) = a/2. Hence

Σ|e| < a/2 implies that the ring is good.

The condition is sufficient, not necessary: a ring above the limit may still close.

Two cases show how wide the limit is. In a coherent film the in-plane spacing is that of the substrate and the vertical spacing is stretched by a fraction ε. Each bond has a vertical component of magnitude a/4, so |e| = εa/4, and the certificate holds for 6εa/4 < a/2, or ε < 1/3. Coherent misfit strain thus gives no false dislocation within this range.

The second case is a rigid tilt by an angle φ of an otherwise undistorted crystal. A bond of length d = √3a/4 moves by at most 2d sin(φ/2), reached when it is perpendicular to the axis. The certificate holds if

12 d sin(φ/2) < a/2.

For silicon in the model used below, a/2 = 0.2715 nm and d = 0.2352 nm. This gives sin(φ/2) < 0.0962, or φ < 11.0°.

Neither number marks the point where rings fail. In a uniformly deformed crystal the six steps of a ring form three opposite pairs, whose reference vectors cancel, so the ring closes even above these limits. The certificate is useful because it also covers distortions that vary from bond to bond.

Closure shows that the mapping is consistent, not that the frame is the intended one. A crystal turned by 90° about [001] has its cubic components permuted, with one sign change. All rings still close, but b is reported along the wrong axes. The reference orientation must therefore be set from the substrate.

The same identity b = Σe applied to a circuit around a dislocation gives

Σ_C |e| ≥ |b|.

A longer circuit can spread this distortion over more bonds, but it cannot remove it. This is the reason for keeping circuits away from the core.

**Two misfit dislocations in a film**

The worked case is a film up to 4.22 nm thick on a (001) substrate, with misfit f = 4.2%. Forces come from the Stillinger–Weber model of silicon, with its length parameter enlarged by 4.2% in the film. This represents the size difference between germanium and silicon, but not germanium's own stiffness. The block is 13.54 nm wide and periodic along the dislocation lines with period 0.7681 nm. Its sides and bottom are held fixed and its top is free; 3264 of 4032 atoms move. Two dislocations were inserted at the interface through isotropic elastic displacement fields, and the atoms were then relaxed until the largest force component was 0.0049 eV/Å.

The axes are x = [110] and z = [001], and the line direction is [1 −1 0]. The relaxed cores lie at x = 2.86 nm and x = −2.87 nm. Circuits were drawn as randomly weighted shortest paths through points around each core, 30 for each line and 30 around both. Those around the right line have 44 to 66 bonds, and those around both have 112 to 140. All circuits within a group gave the same result, equal to the inserted vector:

b_right = (a/2)[−1 0 −1]
b_left = (a/2)[0 −1 1]
b_both = (a/2)[−1 −1 0].

The third is the sum of the first two. Each has length (a/2)√2 = 0.3840 nm. The scalar product of [−1 0 −1] with [1 −1 0] is −1, and both vectors have length √2, so the cosine is −1/2. For the left line it is +1/2. Both are 60° dislocations, since reversing the line direction turns 120° into 60°. For the sum the product is zero: seen from outside, the pair is a pure edge dislocation, with the Burgers vector of a Lomer dislocation.

The x component of each 60° vector is −a/(2√2) = −0.1920 nm. As in the opening example, the negative sign means that the extra material lies below, in the substrate. The film has fewer vertical planes, which relieves its compression. Midway between the two lines, in a region 2.4 nm wide and from 0.8 to 2.2 nm above the interface, the film's mean in-plane spacing is 1.44% larger than that of the unstrained substrate, about a third of the misfit. This value belongs to that region, and to two lines in a block with fixed sides; it is not an average over the whole film.

For an unconstrained periodic array, let D be the line spacing. If no planes are missing, the film that now occupies D has been compressed from its natural length D(1 + f). Removing planes that measure b_x in the substrate, and b_x(1 + f) when relaxed, restores the fit if

D(1 + f) − b_x(1 + f) = D, so D = b_x(1 + f)/f,

where b_x is now a magnitude. The result is 0.1920 nm × 1.042/0.042 = 4.76 nm.

**Were the circuits equivalent?**

Agreement of b does not by itself show that good rings fill the space between two circuits. This was tested separately by a least-squares search for numbers m_p that reproduce a given difference of circuits from good rings. Real numbers m_p are enough, because b is linear. The residual is quoted relative to the norm of the difference.

For two circuits around the right line the residual is 1.2 × 10⁻¹⁰, so they are equivalent to numerical accuracy. For "both minus right minus left" it is 1.5 × 10⁻¹⁰, which is the addition of Burgers vectors written in terms of rings. For "both minus right" it is 0.083. That difference cannot be filled, as expected: its Burgers vector is that of the left line, not zero.

All 7460 six-bond rings close, although two dislocations are present. The cores are gaps in the ring network. Of these rings, 7444 lie below the certificate limit, and the other 16 close without being certified. A search for bad six-bond rings would have missed both dislocations; the circuits found them. This holds for these two cores at a bond cutoff of 0.29 nm. Other 60° core structures in the same model, or a cutoff above about 0.3 nm, can give a few rings at the core that do not close.

A vacancy was then made in the film between the lines and relaxed. Because of the short period, it repeats every 0.7681 nm along the line. Twelve circuits around it all gave b = 0.

**Thermal motion**

A snapshot from molecular dynamics adds random displacements. Let each atom have independent Gaussian displacements of width s per component. The difference between two atoms then has width √2 s. A component of an ideal bond has magnitude a/4 and changes sign with probability

q = Φ(−a/(4√2 s)),

where Φ is the normal distribution function. The bond keeps its reference vector if all three signs survive, so the chance of misassignment is

P = 1 − (1 − q)³.

To estimate s, use classical vibrations with a Debye spectrum. The mean square displacement per component is (k_B T/M)⟨1/ω²⟩. With mode density proportional to ω² up to ω_D, ⟨1/ω²⟩ = ω_D/(ω_D³/3) = 3/ω_D². Inserting ω_D = k_B θ/ħ gives

s² = 3ħ²T/(M k_B θ²).

For the mass of germanium, T = 800 K and a rough Debye temperature θ = 370 K, s = 0.0108 nm and P ≈ 10⁻¹⁸. Only the smallness of P matters, since it depends steeply on θ: 290 K instead of 370 K would give about 5 × 10⁻¹². On the circuits the largest bond distortion is 0.0308 nm, so every component there is at least 0.1358 − 0.0308 = 0.1050 nm from a sign change. That is 6.9 times √2 s. Twenty random sets of such displacements left the results of all 90 circuits unchanged. This test and the next keep the list of bonds found in the relaxed structure, with a cutoff of 0.29 nm. In a real snapshot the bonds are found afresh, and the cutoff then errs far more often than the sign rule. For the same independent displacements, a film bond of 0.242 nm exceeds 0.29 nm with a chance of about 10⁻³. A second neighbour at 0.384 nm falls inside the cutoff with a chance of about 3 × 10⁻¹⁰ at 0.29 nm and 2 × 10⁻⁴ at 0.33 nm.

A much larger displacement, s = 0.050 nm, shows the failure. The formula gives P = 8.00%; sampling bonds in the lower substrate gave 8.27%. The formula assumes ideal bonds, and the cause of the small difference was not isolated. Of the circuits, 93% then gave a wrong b. In one such disturbed structure 2562 rings failed to close, and the least distorted of them had Σ|e| = 0.3958 nm, above the limit of 0.2715 nm as the certificate requires.

**Choosing the settings**

The bond cutoff should lie between the first-neighbour distance, 0.235 nm here, and the second, a/√2 = 0.384 nm, with room for strain on both sides. A missed bond removes possible paths. A second neighbour accepted as a bond is worse, because its true vector is not among the eight references.

The reference orientation should follow the substrate. For the undistorted crystal considered above, tilts below 11.0° are certified. Turning the relaxed structure by this angle about the line, in either sense, left all 90 circuits unchanged.

Circuits should run where bond distortions are small compared with a/4, and at least two different ones should be compared. If they disagree, either a bond on one of them is misassigned or the region between them has Burgers content. If they agree, the case for equivalence is strong but not complete, since swept contents can cancel. If good rings fill the difference, equivalence is proved. If they do not, the question stays open: a circuit around an empty channel in the crystal can have b = 0 and still not be fillable.

Stacking faults need special care. Across a fault with normal [111], a bond (a/4)(−1, −1, 1) is turned by 180° about the normal. With n the unit normal, v′ = 2(n·v)n − v gives

v′ = (a/4)(1/3, 1/3, −5/3).

The sign rule maps it to (a/4)(1, 1, −1), with an error of (a/4)(2/√3) = 0.157 nm. Two such bonds in a ring already exceed the certificate limit. Rings across an undistorted fault still close, because every fault bond has the same error vector, which cancels between an upward and a downward crossing. The difficulty appears at the edge of the fault, where a partial dislocation has a Burgers vector of the type (a/6)⟨112⟩. A circuit around it must cut the fault once, and its sum of reference vectors has components that are whole multiples of a/4, so it cannot equal the partial vector. A circuit that crosses an undistorted fault and returns through it is harmless, because the two errors cancel. The margin is small, however: two components of v′ are only a/12 = 0.045 nm from a sign change. A tilt of 11.1° can flip one, and at s = 0.0108 nm about 0.3% of fault bonds are misassigned. One that cuts the fault only once, around a single partial, gives a wrong vector. The simplest safe choice is to enclose the whole fault together with both of its partials. Twins and grain boundaries need a separate reference frame on each side and a rule for joining them.

**Relation to real Ge on Si(001)**

The misfit is that of germanium on silicon (001), where 60° dislocations occur. At so large a misfit, pure edge dislocations of the Lomer type are also common, and the example does not predict which type forms. Several features are idealised. At 800 K a germanium layer of this thickness tends to form islands, so the flat film is a simplification. Intermixing changes bond lengths by up to about 4%, or 0.01 nm; six such changes of length add to 0.06 nm, well below the limit of 0.27 nm, but changes of bond direction and the coherent strain of the film must be added to this. The most important difference is that real 60° dislocations in silicon and germanium are commonly split into two partial dislocations, joined by a stacking fault a few nanometres wide, whereas the lines here were inserted undivided. The total Burgers vector of a circuit around both partials stays at 0.384 nm, but the circuit must grow from about 1.5 nm in radius to several nanometres. In a compressed (001) film the 30° partial is the deeper one, and the misfit stress pushes the 90° partial downward twice as hard. At the interface the fault therefore tends to extend into the substrate, and inside the film it is narrowed. The substrate used here, less than 4 nm deep, may be too shallow for such a circuit, and a larger simulated structure is then needed. The Stillinger–Weber model gives an ideal fault zero energy, so it cannot fix the width. The numerical output follows.

Computed results

```
lattice constant a: 0.5431 nm
ideal bond length: 0.2352 nm
misfit f (input): 4.2 %
atoms / free atoms: 4032 / 3264
block width: 13.54 nm
period along line: 0.7681 nm
film thickness: 4.22 nm
energy drop on relaxation: 27.8 eV
rms force component left: 0.0010 eV/angstrom
largest force component left: 0.0049 eV/angstrom
right core x, z: 2.86, -0.07 nm
left core x, z: -2.87, -0.07 nm
right: circuits, shortest, longest: 30, 44, 66 bonds
right: b in units a/2: [-1 0 -1]
left: circuits, shortest, longest: 30, 46, 64 bonds
left: b in units a/2: [0 -1 1]
both: circuits, shortest, longest: 30, 112, 140 bonds
both: b in units a/2: [-1 -1 0]
length of one 60-degree b: 0.3840 nm
length of summed b: 0.3840 nm
six-bond rings, total: 7460
six-bond rings that do not close: 0
certificate limit a/2: 0.2715 nm
rings below the limit: 7444
residual, two circuits round right line: 1.2e-10
residual, both - right - left: 1.5e-10
residual, both - right: 0.083
least summed distortion, right circuits: 0.561 nm
largest bond distortion on circuits: 0.0308 nm
ideal bond component a/4: 0.1358 nm
vacancy: circuits tested: 12
vacancy: b in units a/2: [0 0 0]
growth temperature (rough input): 800 K
Debye temperature (rough input): 370 K
thermal displacement s: 0.0108 nm
misassignment chance per bond at s: 1.1e-18
test displacement: 0.050 nm
  misassigned bonds, sampled: 8.27 %
  misassigned bonds, formula: 8.00 %
  circuits with wrong b: 93 %
  rings that do not close: 2562
  least distortion of such a ring: 0.3958 nm
safe tilt from certificate: 11.0 degrees
film stretch between lines: 1.44 %
misfit-relieving part of one b: 0.1920 nm
line spacing for full relief: 4.76 nm
```
